# The HOMO level between integers and the Hartree-exchange-correlation kernel

A finite electron system sits in a fixed external potential $v_{\rm ext}(\mathbf r)$, and its mean electron number $N$ may be fractional. The problem asks what the exact energy at fractional $N$ implies for the second derivative of the Hartree-exchange-correlation (Hxc) energy, and how far the local density approximation (LDA) departs from it.

Write $N=M-1+f$ with $M$ an integer and $0<f<1$. Let $E_K$ be the ground-state energy of $K$ electrons and $n_K$ its density. Potentials are potential energies, and $k=e^2/(4\pi\varepsilon_0)$. Functionals depend on the total density, so each spatial orbital holds up to two electrons, equally shared between the spins. Orbitals are real.

**(a) Find $E(N)$, the density $n$ and the Fukui function $F=\partial n/\partial N$ for $0<f<1$.**

A state of fractional mean number is an ensemble with probabilities $p_K$ obeying $\sum_K p_K=1$ and $\sum_K Kp_K=N$. Its lowest energy for given $p_K$ is $\sum_K p_KE_K$. Assume that the integer energies are convex,
$$E_{K-1}-E_K\ge E_K-E_{K+1},$$
with strict inequality at $K=M-1$ and $K=M$ (for $M=1$ there is no condition at $K=0$). The $M$th electron is then bound less strongly than the one before it and more strongly than the next. Equality must be allowed elsewhere, because electrons beyond the largest number that the system can bind stay far away and leave the energy unchanged. Let $L(K)$ be the straight line through $E_{M-1}$ and $E_M$. Convexity gives $E_K\ge L(K)$ for every integer $K$, with equality at $K=M-1$ and $K=M$ alone. Since $L$ is linear,
$$\sum_K p_KE_K\ \ge\ \sum_K p_KL(K)=L(N).$$
The bound is reached when only $M-1$ and $M$ occur. The two constraints then fix $p_M=f$ and $p_{M-1}=1-f$, so
$$E=(1-f)E_{M-1}+fE_M,\qquad n=(1-f)n_{M-1}+fn_M .$$
The density is unique if each integer ground state has a unique total density, which is assumed. Because $\partial f/\partial N=1$,
$$F(\mathbf r)=n_M(\mathbf r)-n_{M-1}(\mathbf r),\qquad \int F\,d\mathbf r=1 .$$

**(b) How does the highest occupied Kohn–Sham level $\varepsilon_H$ depend on $f$?**

Assume that $n$ is the density of non-interacting electrons in a potential $v_s$, with occupations $f_i$. The energy is
$$E=\sum_i f_i\langle\varphi_i|\hat t|\varphi_i\rangle+\int v_{\rm ext}n\,d\mathbf r+E_{\rm Hxc}[n],\qquad n=\sum_i f_i\varphi_i^2,$$
with $\hat t=-\hbar^2\nabla^2/2m$. The orbitals obey $\hat h_s\varphi_i=\varepsilon_i\varphi_i$, where $\hat h_s=\hat t+v_s$, $v_s=v_{\rm ext}+v_{\rm Hxc}$ and $v_{\rm Hxc}=\delta E_{\rm Hxc}/\delta n$. This derivative is taken over densities of all nearby electron numbers, so it has no free additive constant.

When $N$ grows by $dN$, the occupation of the highest occupied orbital (HOMO) grows by $dN$ and all orbitals adjust. The orbital changes contribute
$$\sum_i f_i\left(\langle d\varphi_i|\hat h_s|\varphi_i\rangle+\langle\varphi_i|\hat h_s|d\varphi_i\rangle\right)=\sum_i f_i\varepsilon_i\,d\langle\varphi_i|\varphi_i\rangle=0,$$
because the norms stay equal to one. The occupation change is left:
$$\frac{\partial E}{\partial N}=\langle\varphi_H|\hat t+v_{\rm ext}+v_{\rm Hxc}|\varphi_H\rangle=\varepsilon_H .$$
This is Janak's theorem. With the linear energy of part (a),
$$\varepsilon_H=E_M-E_{M-1}\quad\text{for all }0<f<1 .$$

The same level follows from the density tail if $v_s\to0$ far away. When one electron of the $M$-electron system is far out and the others are left in their ground state, its amplitude $\chi$ obeys $\hat t\chi\simeq(E_M-E_{M-1})\chi$. The density $n_{M-1}$ decays faster, since its electrons are bound more strongly. Hence $\sqrt n$ decays as an orbital of energy $E_M-E_{M-1}$. The zero of $v_s$ at infinity and the full functional derivative therefore fix the same constant.

**(c) What does the constancy of $\varepsilon_H$ demand of the kernel $f_{\rm Hxc}(\mathbf r,\mathbf r')=\delta v_{\rm Hxc}(\mathbf r)/\delta n(\mathbf r')$?**

Let the spatial HOMO be non-degenerate and let everything vary smoothly with $f$. Differentiate $(\hat h_s-\varepsilon_H)\varphi_H=0$ with respect to $N$ and project on $\varphi_H$:
$$\left\langle\varphi_H\left|\frac{\partial v_s}{\partial N}-\frac{\partial\varepsilon_H}{\partial N}\right|\varphi_H\right\rangle+\left\langle\varphi_H\left|\hat h_s-\varepsilon_H\right|\frac{\partial\varphi_H}{\partial N}\right\rangle=0 .$$
The second term vanishes when $\hat h_s$ acts to the left. With $n_H=\varphi_H^2$,
$$\frac{\partial\varepsilon_H}{\partial N}=\int n_H\frac{\partial v_s}{\partial N}\,d\mathbf r .$$
The external potential is fixed, so $v_s$ changes only through the density:
$$\frac{\partial v_s(\mathbf r)}{\partial N}=\int f_{\rm Hxc}(\mathbf r,\mathbf r')F(\mathbf r')\,d\mathbf r' .$$
Define the contraction $C$ by inserting this. Part (b) then gives
$$C\equiv\iint n_H(\mathbf r)f_{\rm Hxc}(\mathbf r,\mathbf r')F(\mathbf r')\,d\mathbf r\,d\mathbf r'=\frac{\partial\varepsilon_H}{\partial N}=0 .$$
Conversely, if $C=0$ throughout the interval, $\varepsilon_H$ is constant there.

The condition concerns one number at each $f$. It does not require the kernel, or the function $\partial v_s/\partial N$, to vanish. It also needs the complete kernel. Variations that conserve the electron number determine $f_{\rm Hxc}$ only up to an addition $c(\mathbf r)+c(\mathbf r')$: for $\int\delta n=0$ this adds merely a constant to $\delta v_{\rm Hxc}$. In the contraction, where $n_H$ and $F$ each integrate to one, it adds
$$\int c\,(n_H+F)\,d\mathbf r ,$$
which is in general not zero. A kernel known only at fixed number therefore cannot decide whether $C$ vanishes.

**(d) Examine $0<N<1$ and $1<N<2$. What happens at $N=1$?**

For repulsive electrons, $E_K\ge KE_1$, since without the repulsion no electron can lie below the lowest one-electron level. The line through $E_0=0$ and $E_1$ thus bounds all $E_K$ from below, and an ensemble with $N<1$ contains only the vacuum and one electron. No interaction acts. Non-interacting electrons in the same potential have the same energy and density, so $v_s=v_{\rm ext}$ and $E_{\rm Hxc}=0$. This holds for every density obtained in this way, and the kernel itself vanishes on them.

For $1<N<2$ one spatial orbital holds all electrons, so $\varphi_H=\sqrt{n/N}$. Solving its Kohn–Sham equation for the potential gives
$$v_s=\varepsilon_H+\frac{\hbar^2}{2m}\frac{\nabla^2\varphi_H}{\varphi_H},\qquad \varepsilon_H=E_2-E_1 .$$
Here $\varphi_H$ changes shape with $N$, and $v_s$ must change too.

As $N\to1$ from above, $n\to n_1$ and $\varphi_H\to\sqrt{n_1}$ in any fixed finite region. This is also the orbital just below $N=1$, where the level is $E_1$. The second term of $v_s$ is then the same on both sides, and the potential jumps by the uniform amount
$$\Delta v_s=(E_2-E_1)-E_1=E_2-2E_1 .$$
The jump is uniform only within a fixed finite region. For small $f>0$ the slower tail of $fn_2$ overtakes $(1-f)n_1$ at some distance. Beyond it $v_s$ returns to zero, and this distance grows without bound as $f\to0$. This is the derivative discontinuity in its simplest form. The level is flat on each side and steps at the integer, so $C=0$ there can only be meant as a one-sided limit.

**(e) Follow this in a model that can be solved numerically without approximating the interaction.**

Take electrons on a line with length unit $a=0.10$ nm and energy unit $u=\hbar^2/(ma^2)=7.62$ eV. The external potential is $-1.875\,u/\cosh^2(x/a)$ and the repulsion is $0.6\,u\,e^{-(x-x')^2/a^2}$. The line is replaced by lattice points of spacing $0.3a$ from $-27a$ to $27a$, with the wave function set to zero at the next point on either side, and second derivatives are replaced by second differences. The results belong to this lattice model. For these parameters, the lower bounds obtained by dropping the repulsion already place the energies of three or more electrons above the line through $E_1$ and $E_2$.

Diagonalization for one electron and inverse iteration for two give
$$E_1=-8.6072\ \text{eV},\quad E_2=-14.5837\ \text{eV},\quad E_2-E_1=-5.9765\ \text{eV}.$$
The jump at $N=1$ is $\Delta v_s=-14.5837+2(8.6072)=2.6307$ eV.

Now form $n=(1-f)n_1+fn_2$, invert for $v_s$, and fix its constant by setting $v_s=0$ at the lattice point $x=20.1a$. The levels read in this way are $-5.9768$, $-5.9766$ and $-5.9766$ eV at $N=1.3$, $1.5$ and $1.7$. They agree with $E_2-E_1$ within 0.3 meV. A remnant of $n_1$ at the finite reading distance makes the tail slightly steeper and the level slightly too deep, most of all at small $f$. The deviations have this sign and this trend.

A central difference in $N$ gives the potential response at $N=1.5$:
$$\int n_H\left|\frac{\partial v_s}{\partial N}\right|dx=0.505\ \text{eV},\qquad \int n_H\frac{\partial v_s}{\partial N}\,dx=0.0005\ \text{eV}.$$
The potential thus responds by about half an electronvolt per electron, rising in some places and falling in others, while its HOMO average is a thousand times smaller. The remainder equals the slope of the level read from the tail, and it has the size of the drift in the three values above.

**(f) Derive $C$ in LDA, together with an equation for $F$.**

Extend an approximate functional to fractional $N$ by fractional occupation of the HOMO. Janak's theorem and part (c) used only stationarity and differentiability, so
$$C=\frac{\partial\varepsilon_H}{\partial N}=\frac{\partial^2E}{\partial N^2}$$
still holds. What is lost is the linearity of $E$.

The Hartree energy $\tfrac k2\iint n(\mathbf r)n(\mathbf r')/|\mathbf r-\mathbf r'|$ has the kernel $k/|\mathbf r-\mathbf r'|$. The LDA exchange energy is
$$E_x=-\frac34\left(\frac3\pi\right)^{1/3}k\int n^{4/3}\,d\mathbf r .$$
One derivative gives $v_x=-(3/\pi)^{1/3}k\,n^{1/3}$. A second gives the local kernel $-\tfrac13(3/\pi)^{1/3}k\,n^{-2/3}\,\delta(\mathbf r-\mathbf r')$. With correlation energy $\varepsilon_c(n)$ per electron,
$$C=k\iint\frac{n_H(\mathbf r)F(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d\mathbf r\,d\mathbf r'-\frac k3\left(\frac3\pi\right)^{1/3}\!\int\frac{n_HF}{n^{2/3}}\,d\mathbf r+\int n_HF\,\frac{d^2(n\varepsilon_c)}{dn^2}\,d\mathbf r .$$

The Fukui function has a direct part $n_H$, from the added occupation, and a part from the orbital response to $\partial v_s/\partial N$. A perturbation $\delta v$ changes the orbitals by
$$\delta\varphi_i=\sum_{j\ne i}\varphi_j\frac{\langle\varphi_j|\delta v|\varphi_i\rangle}{\varepsilon_i-\varepsilon_j}.$$
Insert this in $\delta n=2\sum_if_i\varphi_i\delta\varphi_i$ and average each term with the one in which $i$ and $j$ are exchanged. The denominator changes sign, so
$$\delta n(\mathbf r)=\sum_{i\ne j}\frac{f_i-f_j}{\varepsilon_i-\varepsilon_j}\,\varphi_i(\mathbf r)\varphi_j(\mathbf r)\,\langle\varphi_j|\delta v|\varphi_i\rangle\equiv(\chi_s\delta v)(\mathbf r).$$
Pairs of equal occupation drop out. With $\delta v=f_{\rm Hxc}F$, integration over the repeated coordinate being understood,
$$F=n_H+\chi_sf_{\rm Hxc}F .$$

Replacing $F$ by $n_H$ gives the frozen-orbital value $C_0$. Suppose the self-consistent orbitals minimize the energy at their occupations. Keeping the orbitals of some $N_0$ at other $N$ then gives an energy that is never below $E(N)$ and touches it at $N_0$. Its curvature there is $C_0$, so $C\le C_0$: relaxation cannot increase the curvature.

**(g) Evaluate the frozen-orbital value for a hydrogen 1s orbital with occupation $f$, with exchange only. Does $C_0$ have a fixed sign?**

Measure lengths in the Bohr radius $a_0$ and energies in $k/a_0$. Then $n_H=e^{-2r}/\pi$ and $n=fn_H$. The electrostatic potential $V$ of $n_H$ satisfies $(rV)''=-4\pi rn_H=-4re^{-2r}$. The solution with $rV=0$ at the origin and $rV\to1$ far away is $rV=1-(1+r)e^{-2r}$. The Hartree term is
$$\int_0^\infty4r^2e^{-2r}V\,dr=4\int_0^\infty\left[re^{-2r}-(r+r^2)e^{-4r}\right]dr=4\left[\frac14-\frac1{16}-\frac1{32}\right]=\frac58 .$$
The exchange term needs
$$\int n_H^{4/3}\,d\mathbf r=\frac{4\pi}{\pi^{4/3}}\int_0^\infty r^2e^{-8r/3}\,dr=\frac{4}{\pi^{1/3}}\cdot\frac{2\cdot27}{512}=\frac{27}{64\,\pi^{1/3}} .$$
Multiplying by $-\tfrac13(3/\pi)^{1/3}f^{-2/3}$ and restoring units,
$$C_0=\frac{k}{a_0}\left[\frac58-\frac9{64}\left(\frac3{\pi^2}\right)^{1/3}f^{-2/3}\right]=\frac{k}{a_0}\left[0.625-0.0946\,f^{-2/3}\right].$$
With $f=1$ read as the limit from below, the exact kernel vanishes here by part (d), so all of $C_0$ is error. It is $14.4$ eV at $f=1$, $12.9$ eV at $f=0.5$ and $-17.9$ eV at $f=0.02$, with a change of sign at $f=0.059$. At ordinary occupations the Hartree self-repulsion is cancelled only in part. At very small occupation the exchange term, which grows as $f^{-2/3}$, overshoots. The sign of $C_0$ is therefore not fixed. These values hold for a frozen orbital and say nothing about its relaxation.

**(h) Evaluate the violation for beryllium between $N=3$ and $N=4$ and interpret it.**

The 2s occupation runs from 1 to 2. The calculation uses spin-restricted LDA with Slater exchange and Perdew–Wang correlation, and 16 s-type Gaussians with exponents $0.03\times2.3^j/a_0^2$, $j=0,\dots,15$. Relativity is left out, and the ion at $N=3$ is treated without spin polarization. Solving the linear equation for $F$ at $N=3.5$ gives the Hartree, exchange and correlation parts
$$C=(9.15-0.96-0.11)\ \text{eV}\approx8.09\ \text{eV}=1.30\times10^{-18}\ \text{J},$$
where the sum was taken before rounding. If the integer energies of beryllium are convex, the exact value is zero. Spin-restricted LDA exchange and correlation together cancel only $1.06/9.15$, about 12%, of the Hartree part. This fraction depends on the spin treatment: with the fractional electron placed in one spin channel, about 23% is cancelled and $C\approx7.0$ eV.

The frozen-orbital value is $8.91$ eV, so relaxation removes $0.82$ eV. This reduction comes from the difference between $F$ and the 2s density, whose size is $\int|F-n_H|\,d\mathbf r=0.34$, while each function integrates to one.

The consequence for the level is large. Self-consistent solutions give
$$\varepsilon_H(3)=-13.64,\quad \varepsilon_H(3.5)=-9.46,\quad \varepsilon_H(4)=-5.60\ \text{eV}.$$
The level rises by $8.04$ eV, which is the integral of $C$ over the interval. An exact level would stay at $E_4-E_3$. The LDA energy difference is $E(4)-E(3)=-9.51$ eV. The level of the neutral atom lies $3.91$ eV above it, close to $C/2=4.04$ eV, as expected for a nearly linear rise. The slope $C$ stays positive and falls from about $8.6$ eV near $N=3$ to about $7.3$ eV near $N=4$. The LDA level at integer $N$ is thus a poor estimate even of the energy difference in the same spin-restricted LDA, while the level at half occupation is within $0.06$ eV of it. The reason is that, by Janak's theorem, $E(4)-E(3)$ is the average of the level over the interval, and for a nearly linear rise this average lies close to the midpoint value. Spin polarization would lower the energy of the ion and change the difference, so the numbers given here belong to the unpolarized treatment.

For the energy, expand about the midpoint $N_0=3.5$:
$$E(N_0\pm\tfrac12)=E(N_0)\pm\tfrac12E'(N_0)+\tfrac18C+\dots$$
The odd terms cancel in the average of the two ends, so
$$E(3.5)-\tfrac12[E(3)+E(4)]\approx-\frac C8=-1.011\ \text{eV}.$$
The self-consistent energies give $-1.008$ eV.

This error has a direct physical meaning. Consider a Be atom and a Be$^+$ ion infinitely far apart. With the exact functional, sharing the missing electron equally leaves the energy unchanged, because $2E(3.5)=E(3)+E(4)$. In this LDA the shared state is lower by $2\times1.008\approx2.02$ eV. With spin polarization allowed, the lowering is about $1.7$ eV. The charge spreads over both atoms however distant they are. A positive contraction $C$ measures that tendency locally: starting from equal sharing, moving a small number $q$ of electrons from one atom to the other costs the energy $Cq^2$.
